# Order-α Electron Spectral Densities and Their Signs in Covariant Gauges: verification in Python

```python
"""Order-alpha spectral densities of the electron propagator, covariant gauge xi.

Result under test, for s > m^2 (units hbar = c = m = 1 in the code):
  S(p) = i Int ds [pslash rho1(s) + rho2(s)] / (p^2 - s + i0)
  rho1 = alpha/(4 pi) [xi (s^2 + 1) - 6 s] / [s^2 (s - 1)]
  rho2 = alpha/(4 pi) (xi - 3)(s + 1) / [s (s - 1)]
Positivity requires rho_plus, rho_minus = W rho1 +- rho2 >= 0, W = sqrt(s).
It holds for all s > 1 only if xi >= 3.
xi = 1: Feynman gauge, xi = 0: Landau gauge, xi = 3: Yennie gauge.
"""
import numpy as np
from scipy import constants
from scipy.optimize import brentq

alpha = constants.fine_structure
mass_mev = constants.value("electron mass energy equivalent in MeV")
prefactor = alpha / (4 * np.pi)


def rho1(s, xi):
    return prefactor * (xi * (s**2 + 1) - 6 * s) / (s**2 * (s - 1))


def rho2(s, xi):
    return prefactor * (xi - 3) * (s + 1) / (s * (s - 1))


def rho_factored(W, xi):
    """Factorized rho_plus and rho_minus."""
    common = prefactor / (W**3 * (W**2 - 1))
    plus = common * (W + 1)**2 * (xi * (W**2 - W + 1) - 3 * W)
    minus = common * (W - 1)**2 * (xi * (W**2 + W + 1) + 3 * W)
    return np.array([plus, minus])


# ---- Euclidean self-energy Sigma = pslash A + B, directly from the loop ----
def loop_self_energy(P, xi):
    """A and B at p^2 = -P^2 with a common large cutoff on photon momentum."""
    n_angle = 120
    theta = np.arange(1, n_angle + 1) * np.pi / (n_angle + 1)
    w_angle = np.pi / (n_angle + 1) * np.sin(theta)**2
    c = np.cos(theta)[None, :]
    x, w = np.polynomial.legendre.leggauss(300)
    log_low, log_high = -12.0, 10.0
    half = (log_high - log_low) / 2
    K = np.exp(log_low + half * (x + 1))[:, None]
    weight = (half * w)[:, None] * K**2 * w_angle[None, :]
    denominator = K**2 + P**2 - 2 * K * P * c + 1
    p_dot_q = 1 - K * c / P
    num_A = -2 * p_dot_q - (1 - xi) * (2 * (c**2 - K * c / P) - p_dot_q)
    num_B = 4 - (1 - xi)
    A = alpha / np.pi**2 * np.sum(weight * num_A / denominator)
    B = alpha / np.pi**2 * np.sum(weight * num_B / denominator)
    return np.array([A, B])


def dispersion_difference(P_a, P_b, xi):
    """Sigma(P_a) - Sigma(P_b) rebuilt from the spectral densities."""
    x, w = np.polynomial.legendre.leggauss(80)
    x, w = (x + 1) / 2, w / 2
    s = 1 / x
    r1, r2 = rho1(s, xi), rho2(s, xi)
    # coefficients of (pslash - 1)(pslash rho1 + rho2)(pslash - 1)
    sigma_A = (s + 1) * r1 - 2 * r2
    sigma_B = (s + 1) * r2 - 2 * s * r1
    kernel = (1 / (s + P_a**2) - 1 / (s + P_b**2)) / x**2
    return -np.array([np.sum(w * kernel * sigma_A),
                      np.sum(w * kernel * sigma_B)])


P_a, P_b = 0.7, 2.0
loop_results = {}
for xi in (-0.5, 0.0, 1.0, 3.0, 5.0):
    direct = loop_self_energy(P_a, xi) - loop_self_energy(P_b, xi)
    rebuilt = dispersion_difference(P_a, P_b, xi)
    assert np.allclose(direct, rebuilt, rtol=1e-6, atol=1e-7 * alpha)
    loop_results[xi] = (direct, rebuilt)

# ---- Explicit electron-photon cut with Dirac matrices, rest frame of p ----
identity = np.eye(4, dtype=complex)
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
gamma = [np.diag([1, 1, -1, -1]).astype(complex)]
gamma += [np.kron(np.array([[0, 1], [-1, 0]]), sig) for sig in pauli]
metric = [1, -1, -1, -1]
directions = np.vstack([np.eye(3), -np.eye(3)])


def slash(v):
    return sum(metric[i] * v[i] * gamma[i] for i in range(4))


def cut_matrix(W, mu2, vertex):
    """Phase space times direction average of the cut, times gamma^0."""
    s = W**2
    root = np.sqrt((s - 1 - mu2)**2 - 4 * mu2)
    k0, k_size = (s - 1 + mu2) / (2 * W), root / (2 * W)
    outer = (W * gamma[0] + identity) / (s - 1)
    total = np.zeros((4, 4), complex)
    for n in directions:   # exact average: integrand is linear in direction
        k = np.concatenate([[k0], k_size * n])
        q = np.array([W, 0, 0, 0]) - k
        total += vertex(slash(k), slash(q) + identity) / len(directions)
    return prefactor * root / s * outer @ total @ outer @ gamma[0]


def polarization_part(W, i):
    """Feynman-gauge rho_plus, rho_minus from photon polarization i."""
    M = cut_matrix(W, 0.0,
                   lambda k, e: -metric[i] * gamma[i] @ e @ gamma[i])
    return np.array([M[0, 0].real, M[2, 2].real])


def cut_densities(W, xi):
    """rho_plus, rho_minus; 1/k^4 is a photon-mass-squared derivative."""
    feynman = sum(polarization_part(W, i) for i in range(4))
    h = 1e-4 * (W - 1)**2

    def longitudinal(k, e):
        return k @ e @ k

    D = (cut_matrix(W, h, longitudinal)
         - cut_matrix(W, -h, longitudinal)) / (2 * h)
    return feynman + (1 - xi) * np.array([D[0, 0].real, D[2, 2].real])


for xi in (-0.5, 0.0, 1.0, 3.0, 5.0):
    for W in (1.2, 2.0, 3.0, 10.0):
        from_cut = cut_densities(W, xi)
        r1, r2 = rho1(W**2, xi), rho2(W**2, xi)
        scale = prefactor / (W * (W**2 - 1))
        assert np.allclose(from_cut, [W * r1 + r2, W * r1 - r2],
                           rtol=1e-5, atol=1e-5 * scale)
        assert np.allclose(from_cut, rho_factored(W, xi),
                           rtol=1e-5, atol=1e-5 * scale)

# ---- Signs and their boundaries, found from the explicit cut ----
def boundary(b):
    """Larger root of u + 1/u = b."""
    return (b + np.sqrt(b**2 - 4)) / 2


plus_boundaries = {}
for xi in (0.5, 1.0, 2.0):
    found = brentq(lambda W: cut_densities(W, xi)[0], 1.05, 30)
    assert abs(found - boundary(1 + 3 / xi)) < 1e-5 * found
    plus_boundaries[xi] = found
minus_boundary = brentq(lambda W: cut_densities(W, -0.5)[1], 1.5, 30)
assert abs(minus_boundary - boundary(3 / 0.5 - 1)) < 1e-5 * minus_boundary
rho1_zero = brentq(lambda W: cut_densities(W, 1.0).sum(), 1.05, 30)
assert abs(rho1_zero**2 - boundary(6.0)) < 1e-5 * rho1_zero**2

W_grid = 1 + np.geomspace(0.05, 60, 50)
scan = {xi: np.array([cut_densities(W, xi) for W in W_grid])
        for xi in (-1.5, -0.5, 0.0, 1.0, 2.9, 3.0, 4.0, 10.0)}
for xi in (3.0, 4.0, 10.0):
    assert np.all(scan[xi] > 0)
for xi in (1.0, 2.9):
    assert scan[xi][0, 0] < 0 and scan[xi][-1, 0] > 0
    assert np.all(scan[xi][:, 1] > 0)
for xi in (-1.5, -0.5, 0.0):
    assert np.all(scan[xi][:, 0] < 0)
assert np.all(scan[-1.5][:, 1] < 0)
assert np.all(scan[0.0][:, 1] > 0)

# ---- Polarization origin of the negative sign in Feynman gauge ----
split = {}
for W in (1.1, 2.0, 5.0):
    parts = np.array([polarization_part(W, i) for i in range(4)])
    assert np.all(parts[0] < 0) and np.all(parts[1:] > 0)
    split[W] = (parts[1:, 0].sum(), parts[0, 0], parts[:, 0].sum())
assert split[1.1][2] < 0 and split[2.0][2] < 0 and split[5.0][2] > 0

# ---- Threshold coefficient (s - 1) rho1 -> alpha (xi - 3)/(2 pi) ----
W_near = 1.001
threshold_cut = ((W_near**2 - 1) * cut_densities(W_near, 1.0).sum()
                 / (2 * W_near))
threshold_limit = alpha * (1.0 - 3) / (2 * np.pi)
assert abs(threshold_cut / threshold_limit - 1) < 1e-2

# ---- Output ----
print(f"alpha = {alpha:.9f} (dimensionless)")
print(f"alpha/(4 pi) = {prefactor:.6e} (dimensionless)")
print(f"electron mass = {mass_mev:.6f} MeV")
print(f"Loop check: Sigma = pslash A + B, P = {P_a} m minus P = {P_b} m")
for xi in (0.0, 1.0, 3.0):
    d, r = loop_results[xi]
    print(f" xi={xi:.0f}: A loop {d[0]:.6e}, dispersion {r[0]:.6e} (no unit)")
    print(f" xi={xi:.0f}: B loop {d[1]:.6e}, dispersion {r[1]:.6e} m")
print("Densities at W = sqrt(s) = 2 m")
for xi in (0.0, 1.0, 3.0, 5.0):
    plus, minus = cut_densities(2.0, xi)
    print(f" xi={xi:.0f}: rho1 = {rho1(4.0, xi):.5e} m^-2,"
          f" rho2 = {rho2(4.0, xi):.5e} m^-1")
    print(f"   from cut: rho_plus = {plus:.5e}, rho_minus = {minus:.5e} m^-1")
print("Feynman gauge rho_plus by photon polarization, in m^-1")
for W, (space, time, total) in split.items():
    print(f" W={W} m: spatial {space:.5e}, timelike {time:.5e},"
          f" sum {total:.5e}")
print("rho_plus < 0 from threshold up to W:")
for xi, W in plus_boundaries.items():
    print(f" xi={xi}: W = {W:.5f} m")
print(f"Feynman-gauge boundary = {plus_boundaries[1.0] * mass_mev:.4f} MeV")
print(f"Feynman-gauge zero of rho1: W = {rho1_zero:.5f} m")
print(f"xi=-0.5: rho_minus < 0 above W = {minus_boundary:.5f} m")
print(f"Feynman (s-m^2) rho1 at W={W_near} m: {threshold_cut:.5e} (no unit)")
print(f"Feynman (s-m^2) rho1, threshold limit: {threshold_limit:.5e} (no unit)")
print("all good")
```

Running it gives:

```
alpha = 0.007297353 (dimensionless)
alpha/(4 pi) = 5.807049e-04 (dimensionless)
electron mass = 0.510999 MeV
Loop check: Sigma = pslash A + B, P = 0.7 m minus P = 2.0 m
 xi=0: A loop -2.085431e-12, dispersion -3.387303e-21 (no unit)
 xi=0: B loop 1.392285e-03, dispersion 1.392285e-03 m
 xi=1: A loop -5.691667e-04, dispersion -5.691667e-04 (no unit)
 xi=1: B loop 1.856380e-03, dispersion 1.856380e-03 m
 xi=3: A loop -1.707500e-03, dispersion -1.707500e-03 (no unit)
 xi=3: B loop 2.784570e-03, dispersion 2.784570e-03 m
Densities at W = sqrt(s) = 2 m
 xi=0: rho1 = -2.90352e-04 m^-2, rho2 = -7.25881e-04 m^-1
   from cut: rho_plus = -1.30659e-03, rho_minus = 1.45176e-04 m^-1
 xi=1: rho1 = -8.46861e-05 m^-2, rho2 = -4.83921e-04 m^-1
   from cut: rho_plus = -6.53293e-04, rho_minus = 3.14548e-04 m^-1
 xi=3: rho1 = 3.26646e-04 m^-2, rho2 = 0.00000e+00 m^-1
   from cut: rho_plus = 6.53293e-04, rho_minus = 6.53293e-04 m^-1
 xi=5: rho1 = 7.37979e-04 m^-2, rho2 = 4.83921e-04 m^-1
   from cut: rho_plus = 1.95988e-03, rho_minus = 9.92037e-04 m^-1
Feynman gauge rho_plus by photon polarization, in m^-1
 W=1.1 m: spatial 1.37432e-04, timelike -2.02025e-02, sum -2.00651e-02
 W=2.0 m: spatial 3.26646e-04, timelike -9.79939e-04, sum -6.53293e-04
 W=5.0 m: spatial 1.67243e-04, timelike -1.25432e-04, sum 4.18108e-05
rho_plus < 0 from threshold up to W:
 xi=0.5: W = 6.85410 m
 xi=1.0: W = 3.73205 m
 xi=2.0: W = 2.00000 m
Feynman-gauge boundary = 1.9071 MeV
Feynman-gauge zero of rho1: W = 2.41421 m
xi=-0.5: rho_minus < 0 above W = 4.79129 m
Feynman (s-m^2) rho1 at W=1.001 m: -2.31818e-03 (no unit)
Feynman (s-m^2) rho1, threshold limit: -2.32282e-03 (no unit)
all good
```
